Folding of k points by a supercell, with the fcc cubic cell

Result

Let a supercell be built from primitive lattice vectors a₁, a₂, a₃ by

A_i = Σ_j M_ij a_j, M an integer 3×3 matrix, det M ≠ 0.

Each supercell wave vector K then receives exactly N = |det M| primitive wave vectors k. They are

k = K + Σ_i n_i B_i,

where the B_i are the supercell reciprocal vectors and n = (n₁, n₂, n₃) runs over N integer triples that depend on M but not on K. For the cubic cell of the fcc lattice, with cube edge a, N = 4 and the points are

k = K + (2π/a) g, g = (0,0,0), (1,0,0), (0,1,0), (0,0,1).

Two wave vectors that differ by a primitive reciprocal lattice vector count as one point, because they give the same Bloch phases. Two points related merely by a rotation of the crystal count as two.

1. Conventions

The reciprocal vectors are defined with the factor 2π:

a_i · b_j = 2π δ_ij, A_i · B_j = 2π δ_ij.

Row i of M holds the coefficients of A_i. If the lattice vectors are instead stored as columns of a matrix and multiplied from the right by an integer matrix, that matrix is the transpose of this M, and the formulas below must be transposed accordingly. Triples such as n and m are treated as columns, so (Mm)_i = Σ_j M_ij m_j. The sign of det M records whether the A_i have the same handedness as the a_i; it has no effect on the count.

2. Which k fold onto K

A Bloch state with wave vector k acquires the phase exp(ik·R) under a primitive translation R. A calculation in the supercell sees the supercell translations alone. It assigns the state to K when the phases agree for all of these. Since every supercell translation is an integer combination of A₁, A₂, A₃, it is enough that

exp(ik·A_i) = exp(iK·A_i), i = 1, 2, 3.

This means (k − K)·A_i = 2π n_i with n_i an integer. Expand the difference as k − K = Σ_j c_j B_j. Then

(k − K)·A_i = Σ_j c_j B_j·A_i = 2π c_i,

so c_i = n_i. The phases agree if and only if

k = K + Σ_i n_i B_i, n_i integers. (1)

There are infinitely many triples n, but many of them give the same primitive k point. What has to be counted is the number of different ones.

3. When two triples give the same point

The two sets of reciprocal vectors are related by

B_i = Σ_j (M⁻¹)_ji b_j. (2)

To confirm this, insert it into the defining relation:

A_l · B_i = Σ_m Σ_j M_lm (M⁻¹)_ji a_m·b_j
= 2π Σ_j M_lj (M⁻¹)_ji
= 2π δ_li.

Now multiply (2) by M_ij, sum over i, and rename the summation index in (2) to l:

Σ_i M_ij B_i = Σ_l [Σ_i (M⁻¹)_li M_ij] b_l = Σ_l δ_lj b_l = b_j. (3)

Thus column j of M contains the coefficients of b_j in terms of the B_i. Because they are integers, every primitive reciprocal lattice vector is also a supercell reciprocal lattice vector. If |det M| > 1, the supercell is larger than the primitive cell in real space, and its reciprocal lattice is denser.

Let n and n′ be two triples in (1). They give the same primitive point if their wave vectors differ by some Σ_j m_j b_j with integer m_j. By (3),

Σ_i (n_i − n′_i) B_i = Σ_j m_j b_j = Σ_i (Mm)_i B_i.

The B_i are linearly independent, so the condition is

n − n′ = Mm, m an integer triple. (4)

K has dropped out. The number of folded points is therefore the same for every K, including those of high symmetry. It is the number of classes into which the integer triples fall when triples differing by some Mm are put together.

A comparison of volumes suggests the answer: the primitive Brillouin zone is |det M| times as large as that of the supercell. On its own this gives the number of folded points averaged over K. Independence of K turns the average into a statement about each K. The next section proves the count directly and also yields the points.

4. Counting the classes

Write MZ³ for the set of all Mm with integer m, that is, all integer combinations of the columns of M. Three operations on the columns leave this set unchanged: swapping two columns, reversing the sign of a column, and subtracting an integer multiple of one column from another. Each can be undone by an operation of the same kind, so no combination is gained or lost. The first two may change the sign of the determinant, and the third leaves it alone.

These operations bring M to a lower triangular matrix H with positive diagonal. Start with row 1. It has a nonzero entry, since otherwise det M would vanish. Choose the column whose entry in this row is smallest in magnitude but not zero, move it to the first place and make the entry positive. Subtract integer multiples of this column from the others so that their entries in row 1 become remainders, at least 0 and smaller than the first entry. If a remainder is not zero, repeat with the smallest one in the first place. The leading entry is a positive integer that decreases at each repetition, so the process ends with zeros to its right. Then treat row 2 in the same way using columns 2 and 3, and finally make the last diagonal entry positive. The determinant remains nonzero throughout, so a nonzero entry is available at each stage. The result satisfies

HZ³ = MZ³, H₁₁ H₂₂ H₃₃ = det H = |det M|. (5)

The claim is that each class contains exactly one triple in the box

0 ≤ n_i < H_ii, i = 1, 2, 3. (6)

At least one: take any n. Subtract the multiple floor(n₁/H₁₁) of column 1 of H, which brings n₁ into its range. Next subtract the multiple of column 2 that brings the current n₂ into its range. Column 2 has a zero in row 1, so n₁ is not disturbed. Column 3 has zeros in rows 1 and 2, and it brings n₃ into range without disturbing the others. All subtractions stay within the class.

At most one: let two triples in the box differ by Hm. The first component of the difference is H₁₁m₁. Its magnitude is less than H₁₁, so m₁ = 0. The second component is then H₂₂m₂, with magnitude less than H₂₂, so m₂ = 0. The third gives m₃ = 0 in the same way, and the two triples are equal.

The box contains H₁₁H₂₂H₃₃ triples, which by (5) is |det M|. This proves the count.

Two limits help to interpret it. If |det M| = 1, the A_i are another choice of primitive vectors for the same lattice, and one point folds onto each K. If M is diagonal with positive entries N₁, N₂, N₃, then H = M and the triples run over 0 ≤ n_i < N_i, the familiar folding along each axis. If det M = 0, the A_i do not span space and there is no supercell.

5. Formulas for an implementation

Use fractional coordinates, k = Σ_j x_j b_j and K = Σ_i κ_i B_i. Equation (3) gives

k = Σ_j x_j Σ_i M_ij B_i = Σ_i (Mx)_i B_i.

Comparison with (1) yields both directions of the mapping:

unfolding: x = M⁻¹(κ + n), n in the box (6); (7)
folding: κ = Mx, each component reduced modulo 1. (8)

Equation (8) also shows that each primitive k belongs to one K, up to a supercell reciprocal lattice vector. A set of N_K different supercell points therefore corresponds to |det M| N_K different primitive points.

Whether two triples represent the same point is best decided in integers. With adj M = (det M) M⁻¹, which has integer entries, condition (4) says that every component of (adj M)(n − n′) is divisible by det M. Comparing Cartesian wave vectors after moving them into the first Brillouin zone is less safe, because a point on the zone surface has several equally short forms.

6. What the folded points mean for the states

The count so far concerns lattices alone. Its consequence for energies requires the supercell to contain an unperturbed, repeated primitive crystal.

Let τ run over the primitive lattice sites in one supercell. Sites Σ_j m_j a_j that differ by a supercell vector Σ_i s_i A_i have coefficients that differ by Mᵀs. The argument of section 4, applied to Mᵀ, gives |det Mᵀ| = N different sites. For two folded points k and k′ define q = k − k′ and

S = Σ_τ exp(iq·τ).

By (1), exp(iq·A_i) = 1, so S does not change if a site is replaced by its copy in another supercell. Shifting all sites by a primitive vector t permutes them, apart from such replacements. Hence

S = Σ_τ exp[iq·(τ + t)] = exp(iq·t) S.

If k and k′ are different points, q is not a primitive reciprocal lattice vector, and exp(iq·t) ≠ 1 for at least one t among a₁, a₂, a₃. Then S = 0. If they are the same point, every term is 1. Therefore

Σ_τ exp[i(k − k′)·τ] = N δ_kk′. (9)

Consider a model with one orbital per primitive cell. At fixed K, a state is specified by its N amplitudes on the sites τ. The N vectors with amplitudes exp(ik·τ)/√N are orthonormal by (9), so they form a complete basis. In the unperturbed crystal each is an eigenvector with the primitive band energy E(k). The supercell spectrum at K is therefore the set of the N values E(k), with repeated values kept. With p orbitals per primitive cell, each k contributes p bands and the supercell has pN.

A perturbation that repeats with the supercell but not with the primitive cell leaves the list of folded points unchanged but can couple their states. For orbital energies changed by v_τ, the matrix element between k and k′ is (1/N) Σ_τ v_τ exp[−i(k − k′)·τ], so which pairs are coupled depends on the pattern of the v_τ. For example, let the orbital energy on one site τ₀ of each supercell be raised by ε. In the basis above the matrix element between k and k′ is

(ε/N) exp[−i(k − k′)·τ₀],

which is nonzero for every pair. An eigenstate then generally has weight on several k. If the N energies E(k) are all different, no eigenvalue remains equal to one of them: an eigenvector with energy E(k) must, by its k component of the eigenvalue equation, vanish on τ₀; it is then an eigenvector of the unperturbed crystal, hence the pure state k, which does not vanish on τ₀. If g of the energies coincide, g − 1 combinations of these states vanish on τ₀ and keep the primitive energy. These counts hold for a change of the orbital energy on a single site, with one orbital per site and the hopping unchanged. They do not carry over to an alloy supercell, where several sites generally differ. There an ordered pattern of the v_τ may couple only some pairs; a degenerate level can leave fewer states, or none, at the primitive energy; and for particular values of the v_τ a level can stay at a primitive energy even when all E(k) are different. The weights |c_k|² of the normalized eigenvector in this basis sum to 1 and show how the state is distributed over the folded points.

7. The cubic cell of fcc

Choose the primitive vectors

a₁ = (a/2)(0,1,1), a₂ = (a/2)(1,0,1), a₃ = (a/2)(1,1,0).

The cubic vectors are combinations of them. For instance,

−a₁ + a₂ + a₃ = (a/2)(0+1+1, −1+0+1, −1+1+0) = a(1,0,0).

The other two follow by permuting the axes, so

M = [[−1, 1, 1], [1, −1, 1], [1, 1, −1]].

Expanding along the first row,

det M = (−1)(1 − 1) − (1)(−1 − 1) + (1)(1 + 1) = 0 + 2 + 2 = 4.

The cube has volume a³ and four times the primitive volume, as it should. Its reciprocal vectors are (2π/a) times the Cartesian unit vectors. By (3), the columns of M give the primitive reciprocal vectors:

b₁ = (2π/a)(−1,1,1), b₂ = (2π/a)(1,−1,1), b₃ = (2π/a)(1,1,−1).

First apply the general recipe. Reversing column 1 gives (1,−1,−1). Subtracting it from column 2, (1,−1,1), leaves (0,0,2). Subtracting it from column 3, (1,1,−1), leaves (0,2,0). After these two are swapped,

H = [[1, 0, 0], [−1, 2, 0], [−1, 0, 2]].

The diagonal is 1, 2, 2, and the box contains

n = (0,0,0), (0,0,1), (0,1,0), (0,1,1).

The last triple can be replaced by a more symmetric one, since (0,1,1) − (1,0,0) = (−1,1,1) is the triple of b₁. This gives the four vectors g stated at the start.

The same set follows from parity. With s = m₁ + m₂ + m₃,

Mm = (s − 2m₁, s − 2m₂, s − 2m₃),

so the components of Mm are all even or all odd. Conversely, if n has components of equal parity, then

m = ½(n₂ + n₃, n₁ + n₃, n₁ + n₂)

is an integer triple, and the first component of Mm is ½(−n₂ − n₃ + n₁ + n₃ + n₁ + n₂) = n₁; the others follow by permutation. The primitive reciprocal lattice thus consists of the triples of equal parity, in units of 2π/a. Any other triple has one component whose parity differs from that of the other two. Subtracting 1 from this component makes all parities equal. Such a triple belongs to the class of (1,0,0), (0,1,0) or (0,0,1), according to which component it is.

8. Worked example: an s band

Take one s orbital per fcc site, zero orbital energy, and a matrix element −t to each of the 12 nearest neighbours, with t = 1 eV. The four neighbours (a/2)(±1,±1,0) contribute

−t (2 cos(k_x a/2)) (2 cos(k_y a/2)) = −4t c_x c_y, c_x = cos(k_x a/2),

and similarly for the other two planes. Hence

E(k) = −4t (c_x c_y + c_y c_z + c_z c_x). (10)

The cubic cell has sites at 0, (a/2)(1,1,0), (a/2)(1,0,1) and (a/2)(0,1,1). Evaluate the cosines at K and set P = −4t c_x c_y, Q = −4t c_x c_z, R = −4t c_y c_z. If each bond carries the phase of its full displacement, the supercell Hamiltonian in this site order is

[[0, P, Q, R], [P, 0, R, Q], [Q, R, 0, P], [R, Q, P, 0]].

For example, sites 2 and 3 differ by (a/2)(0,1,−1), a bond in the yz plane, so their element is R. Direct multiplication gives the eigenvectors and eigenvalues

(1, 1, 1, 1): P + Q + R
(1, −1, −1, 1): −P − Q + R
(1, −1, 1, −1): −P + Q − R
(1, 1, −1, −1): P − Q − R.

Adding 2π/a to K_x changes k_x a/2 by π and reverses c_x, which reverses P and Q. This turns the first eigenvalue into the second. Shifts along y and z give the third and fourth. The supercell levels are thus the values of (10) at the four folded points.

In the following, wave vectors are in units of 2π/a, so c_x = cos(πk_x). At K = (0.1, 0.2, 0.3) the angles are 18°, 36° and 54°, and

E(K) = −4(cos 18° cos 36° + cos 36° cos 54° + cos 54° cos 18°) eV = −7.216 eV.

Reversing one cosine at a time gives the other three:

(1.1, 0.2, 0.3): 3.412 eV
(0.1, 1.2, 0.3): 2.744 eV
(0.1, 0.2, 1.3): 1.060 eV.

Their shortest equivalents are (−0.9, 0.2, 0.3), (0.1, −0.8, 0.3) and (0.1, 0.2, −0.7), obtained by subtracting 2 from the shifted component. The four energies sum to zero within rounding, as the zero diagonal of the Hamiltonian requires.

At special K the points take familiar names. The letters for K below refer to the simple cubic zone, and those for k to the fcc zone.

Γ, K = (0,0,0). The points are Γ and the three X points (1,0,0), (0,1,0), (0,0,1). At Γ all cosines are 1 and E = −12 eV. At each X one cosine is −1, so E = −4(−1 + 1 − 1) eV = 4 eV. The threefold level at the supercell Γ point comes from three different primitive k points.

X, K = (½,0,0). The points are (½,0,0), (3/2,0,0), (½,1,0) and (½,0,1). Subtracting (2,0,0) turns the second into (−½,0,0). The last two are W points. Here c_x = 0 and E = −4c_y c_z eV, which is −4 eV for the first pair and 4 eV for the second.

M, K = (½,½,0). Subtracting (2,0,0), (0,2,0) and (1,1,1) from the three shifted points gives (−½,½,0), (½,−½,0) and (−½,−½,0). With K itself these are the four points (±½,±½,0). Two cosines vanish at each, so all four energies are 0 eV.

R, K = (½,½,½). The four points are the four L points of fcc. For example, (3/2,½,½) − (1,1,1) = (½,−½,−½). All cosines vanish and all four energies are 0 eV.

The equal energies at M and R do not reduce the number of points: there are still four, each with its own state.

The zone surface needs care here. Each X point has two equally short forms, such as (1,0,0) and (−1,0,0); each L point has two and each W point has four. Listing every such form in the closed fcc zone for K = Γ would give 1 + 3 × 2 = 7 vectors, although they represent four points. The integer criterion of section 5 removes the duplicates.
